**Generalised Einstein relation for a three-dimensional parabolic band**

For $J=qn\mu\mathcal E+qD\,dn/dx$ the result is $D/\mu=n/(q\,dn/dE_F)=(kT/q)R$ with $R=F_{1/2}(\eta)/F_{-1/2}(\eta)$, where $\eta=(E_F-E_c)/kT$, $F_j$ are Fermi–Dirac integrals divided by $\Gamma(j+1)$, $u=n/N_c$ and $t=\varepsilon_F/kT$. The program asserts that explicit sums over the states of a periodic box reproduce $n=N_cF_{1/2}$, $dn/d\eta=N_cF_{-1/2}$ and $R=\sum f/\sum f(1-f)$, that an ellipsoidal valley gives the same $R$, and that bare integrals need a factor 2. It asserts the coefficients of the limits $R\simeq1+u/\sqrt8+(3/8-2\sqrt3/9)u^2$ and $R\simeq(2\eta/3)(1+\pi^2/6\eta^2)\simeq(2t/3)(1+\pi^2/12t^2)$. In a discretised inelastic Boltzmann equation it takes $\mu$ from the field response and $D$ from the slowest decaying density mode, and asserts that their ratio is $R$ for two kernels, 1 without Pauli blocking, and $n/(dn/d\eta)$ for a Kane band. It also asserts that the zero-current equation integrated over a potential rise of $12\,kT/q$ reaches the box-sum density, which the classical relation overshoots more than tenfold. For $m=0.1\,m_e$ and 300 K the output shows $D/\mu=25.97$, $36.99$, $115.30$ and $524.20$ mV at $10^{16}$, $10^{18}$, $10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$, and $258.2$ mV at the highest density for a Kane band with $\alpha=1\ \mathrm{eV^{-1}}$.

## Numerical verification

```python
# Generalised Einstein relation, 3D parabolic band, J = q n mu E + q D dn/dx:
#   D/mu = n/(q dn/dEF) = (kT/q) F_{1/2}(eta)/F_{-1/2}(eta),  eta = (EF-Ec)/kT,
#   F_j = 1/Gamma(j+1) int_0^inf x^j dx/(1+exp(x-eta)),  n = Nc F_{1/2},
#   Nc = 2 (m kT/(2 pi hbar^2))^{3/2},  u = n/Nc,  R = q D/(mu kT).
# Limits: R = 1 + u/sqrt8 + (3/8 - 2 sqrt3/9) u^2 (small u);
#   R = (2 eta/3)(1 + pi^2/(6 eta^2)) = (2t/3)(1 + pi^2/(12 t^2)) (large eta),
#   t = epsF/kT, epsF = hbar^2 (3 pi^2 n)^{2/3}/(2m).
# Kane band x(1+a x) = s^2 with x = E/kT, a = alpha kT, s^2 = hbar^2 k^2/(2 m kT):
#   R -> (2 eta/3)(1 + a eta)/(1 + 2 a eta) at large eta.
import numpy as np
from scipy import constants as C
from scipy.special import expit, gamma
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from numpy.polynomial.legendre import leggauss

gx, gw = leggauss(16)
edges = np.linspace(0.0, 1.0, 121)
nodes = (edges[:-1, None] + 0.5 * (gx[None, :] + 1) / 120).ravel()
wts = np.tile(0.5 * gw / 120, 120)


def fermi_integral(j, eta):  # substitution x = s^2
    smax = np.sqrt(max(eta, 0.0) + 45)
    s = smax * nodes
    return smax * np.sum(wts * 2 * s**(2 * j + 1) * expit(eta - s * s)) / gamma(j + 1)


def ratio(eta):
    return fermi_integral(0.5, eta) / fermi_integral(-0.5, eta)


def eta_from_u(u):
    return brentq(lambda e: np.log(fermi_integral(0.5, e) / u), -30, 250, xtol=1e-13)


def kane_u(eta, a):  # density / Nc by radial k quadrature
    xm = max(eta, 0.0) + 45
    smax = np.sqrt(xm * (1 + a * xm))
    s = smax * nodes
    x = 2 * s * s / (1 + np.sqrt(1 + 4 * a * s * s))
    return 4 / np.sqrt(np.pi) * smax * np.sum(wts * s * s * expit(eta - x))


def kane_ratio(eta, a, h=1e-3):
    return kane_u(eta, a) * 2 * h / (kane_u(eta + h, a) - kane_u(eta - h, a))


T, mrel, mu_cm, alpha_eV = 300.0, 0.1, 1000.0, 1.0
m, kT, q = mrel * C.m_e, C.k * T, C.e
Nc = 2 * (m * kT / (2 * np.pi * C.hbar**2))**1.5
print(f"inputs: m = {mrel} m_e, T = {T:.0f} K, mu = {mu_cm:.0f} cm^2/(V s)")
print(f"kT/q = {1e3*kT/q:.4f} mV, Nc = {Nc*1e-6:.4e} cm^-3")

# ---- explicit sums over the states of a periodic box ----
Lbox = 250e-9


def box_levels(masses, xmax=62.0):
    es, ws = [], []
    for mm in masses:
        step = (C.hbar * 2 * np.pi / Lbox)**2 / (2 * mm * kT)
        n = np.arange(int(np.sqrt(xmax / step)) + 2)
        es.append(step * n**2)
        ws.append(np.where(n == 0, 1.0, 2.0))
    e = es[0][:, None, None] + es[1][None, :, None] + es[2][None, None, :]
    w = ws[0][:, None, None] * ws[1][None, :, None] * ws[2][None, None, :]
    return e.ravel(), w.ravel()


def box_density(levels, eta):
    return 2 * np.sum(levels[1] * expit(eta - levels[0])) / Lbox**3


iso = box_levels((m, m, m))
ell = box_levels((m, m, 4 * m))
h = 1e-3
print(f"box sums, side L = {Lbox*1e9:.0f} nm (R dimensionless):")
for eta in (-5.0, 0.0, 5.0, 20.0):
    n = box_density(iso, eta)
    dn = (box_density(iso, eta + h) - box_density(iso, eta - h)) / (2 * h)
    f = expit(eta - iso[0])
    fluct = np.sum(iso[1] * f) / np.sum(iso[1] * f * (1 - f))
    assert abs(n / (Nc * fermi_integral(0.5, eta)) - 1) < 1e-6
    assert abs(dn / (Nc * fermi_integral(-0.5, eta)) - 1) < 1e-6
    assert abs(fluct / ratio(eta) - 1) < 1e-6
    print(f" eta = {eta:5.1f}: R box = {n/dn:.6f}, R formula = {ratio(eta):.6f}")
n_e = box_density(ell, 3.0)
dn_e = (box_density(ell, 3.0 + h) - box_density(ell, 3.0 - h)) / (2 * h)
assert abs(n_e / dn_e / ratio(3.0) - 1) < 1e-6
assert abs(n_e / (4**0.5 * Nc * fermi_integral(0.5, 3.0)) - 1) < 1e-6
print(f" ellipsoid mz = 4m, eta = 3: R box = {n_e/dn_e:.6f}, formula = {ratio(3.0):.6f}")

# ---- series, bare integrals, limits ----
ls = np.arange(1, 60)
for j in (0.5, -0.5):
    series = np.sum((-1.0)**(ls + 1) * np.exp(-1.0 * ls) / ls**(j + 1))
    assert abs(series / fermi_integral(j, -1.0) - 1) < 1e-11
bare = [quad(lambda x: expit(2.0 - x), 0, 60, weight='alg', wvar=(j, 0), limit=200)[0]
        for j in (0.5, -0.5)]
assert abs(ratio(2.0) / (bare[0] / bare[1]) - 2) < 1e-6
print(f"eta = 2: R / (ratio of bare integrals) = {ratio(2.0)/(bare[0]/bare[1]):.6f}")
grid = np.array([ratio(e) for e in np.linspace(-10, 40, 51)])
assert np.all(grid > 1) and np.all(np.diff(grid) > 0)
c1, c2 = 8**-0.5, 3 / 8 - 2 * 3**0.5 / 9
u8, u5 = fermi_integral(0.5, -8.0), fermi_integral(0.5, -5.0)
c1n, c2n = (ratio(-8.0) - 1) / u8, (ratio(-5.0) - 1 - c1 * u5) / u5**2
assert abs(c1n - c1) < 1e-5 and abs(c2n - c2) < 2e-5
print(f"u coefficient: numeric {c1n:.5f}, 1/sqrt8 = {c1:.5f}")
print(f"u^2 coefficient: numeric {c2n:.5f}, formula = {c2:.5f}")
for j, pref, cc in ((0.5, 4 / (3 * np.pi**0.5), np.pi**2 / 8),
                    (-0.5, 2 / np.pi**0.5, -np.pi**2 / 24)):
    num = (fermi_integral(j, 100.0) / (pref * 100.0**(j + 1)) - 1) * 1e4
    assert abs(num - cc) < 1e-3
som = lambda e: (ratio(e) / (2 * e / 3) - 1) * e * e
r50, r100 = som(50.0) - np.pi**2 / 6, som(100.0) - np.pi**2 / 6
assert abs(r100) < 1e-3 and abs(r50 / r100 - 4) < 0.1
print(f"1/eta^2 coefficient at eta = 100: {som(100.0):.4f}, pi^2/6 = {np.pi**2/6:.4f}")


def eps_fermi(n):
    return C.hbar**2 * (3 * np.pi**2 * n)**(2 / 3) / (2 * m)


t100 = eps_fermi(Nc * fermi_integral(0.5, 100.0)) / kT
somt = (ratio(100.0) / (2 * t100 / 3) - 1) * t100**2
assert abs(somt - np.pi**2 / 12) < 1e-3
print(f"1/t^2 coefficient at eta = 100: {somt:.4f}, pi^2/12 = {np.pi**2/12:.4f}")
kane_limit = lambda e, a: 2 * e / 3 * (1 + a * e) / (1 + 2 * a * e)
assert abs(kane_ratio(100.0, 0.005) / kane_limit(100.0, 0.005) - 1) < 1e-3


# ---- Boltzmann equation with inelastic scattering on a thermal bath ----
# velocity unit sqrt(2kT/m), time unit set by the kernel; returns D and mu kT/q
def boltzmann(eta, power, aniso, blocking=True, a=0.0):
    xm = max(eta, 0.0) + 32
    smax = np.sqrt(xm * (1 + a * xm))
    sx, sw = leggauss(56)
    cx, cw = leggauss(4)
    s1, w1 = 0.5 * smax * (sx + 1), 0.5 * smax * sw
    s, cosine = np.repeat(s1, 4), np.tile(cx, 56)
    w = np.repeat(w1 * s1**2, 4) * np.tile(cw / 2, 56)
    x = 2 * s * s / (1 + np.sqrt(1 + 4 * a * s * s))
    v = s * cosine / (1 + 2 * a * x)
    dx = x[None, :] - x[:, None]
    W = (np.exp(-dx**2 / 8) * np.outer(1 + x, 1 + x)**power
         * (1 + aniso * np.outer(cosine, cosine)) * expit(-dx))  # W[i,j]: i -> j
    b = 1.0 if blocking else 0.0
    f0 = expit(eta - x) if blocking else np.exp(eta - x)
    g = f0 * expit(x - eta) if blocking else f0  # -df0/dx

    def collision(f):
        return (1 - b * f) * (W.T @ (w * f)) - f * (W @ (w * (1 - b * f)))
    scale = np.max(f0 * (W @ w))
    assert np.max(np.abs(collision(f0))) < 1e-12 * scale
    L = w[None, :] * (W.T * (1 - b * f0)[:, None] + b * W * f0[:, None])
    L -= np.diag(b * (W.T @ (w * f0)) + W @ (w * (1 - b * f0)))
    d = g * np.cos(7.0 * np.arange(len(x)))
    fd = (collision(f0 + 0.1 * d) - collision(f0 - 0.1 * d)) / 0.2
    assert np.max(np.abs(fd - L @ d)) < 1e-10 * scale
    A = np.sqrt(w / g)[:, None] * L * np.sqrt(g / w)[None, :]
    assert np.max(np.abs(A - A.T)) < 1e-10 * np.max(np.abs(A))
    null = np.sqrt(w * g) / np.sqrt(np.sum(w * g))
    src = np.sqrt(w * g) * v
    y = np.linalg.solve(A - np.outer(null, null), -src)
    mob = src @ y / np.sum(w * f0)
    gap = -np.linalg.eigvalsh(0.5 * (A + A.T))[-2]
    kappa = 0.03 * gap / np.sqrt(max(eta, 0.0) + 1.5)
    Dk = [-np.max(np.linalg.eigvals(A - 1j * k * np.diag(v)).real) / k**2
          for k in (kappa, kappa / 2)]
    return (4 * Dk[1] - Dk[0]) / 3, mob


print("Boltzmann model (model units): D from decay mode, M = mu kT/q from field")
for eta in (-4.0, 0.0, 6.0):
    res = [boltzmann(eta, 0.0, 0.0), boltzmann(eta, 0.5, 0.8)]
    assert abs(res[0][0] / res[1][0] - 1) > 0.2
    for name, (D, M) in zip("AB", res):
        assert abs(D / M / ratio(eta) - 1) < 1e-4  # kappa^4 remainder and round-off
        print(f" eta = {eta:4.1f} kernel {name}: D = {D:.4f}, M = {M:.4f},"
              f" D/M = {D/M:.4f}, R = {ratio(eta):.4f}")
D, M = boltzmann(6.0, 0.0, 0.0, blocking=False)
assert abs(D / M - 1) < 1e-4
print(f" eta = 6, no Pauli blocking: D/M = {D/M:.4f}")
D, M = boltzmann(6.0, 0.0, 0.0, a=0.05)
assert abs(D / M / kane_ratio(6.0, 0.05) - 1) < 1e-4
assert abs(D / M / ratio(6.0) - 1) > 0.05
print(f" eta = 6, Kane a = 0.05: D/M = {D/M:.4f}, n/(dn/deta) = {kane_ratio(6.0, 0.05):.4f}")

# ---- zero-current drift-diffusion: d ln n / d(q phi/kT) = 1/R(n) ----
u0 = box_density(iso, -4.0) / Nc
sol = solve_ivp(lambda p, y: [1 / ratio(eta_from_u(np.exp(y[0])))], (0, 12),
                [np.log(u0)], method='DOP853', rtol=1e-9, atol=1e-10)
u_end, u_box = np.exp(sol.y[0, -1]), box_density(iso, 8.0) / Nc
assert abs(u_end / u_box - 1) < 1e-6 and u0 * np.exp(12) / u_box > 10
print(f"potential rise 12 kT/q from eta = -4: u start = {u0:.5f}")
print(f" u end: ODE {u_end:.4f}, box {u_box:.4f}, classical {u0*np.exp(12):.1f}")

# ---- worked example ----
for ncm in (1e16, 1e18, 1e19, 1e20):
    u = ncm * 1e6 / Nc
    eta = eta_from_u(u)
    R, eF = ratio(eta), eps_fermi(ncm * 1e6)
    Fm, Dcm = fermi_integral(-0.5, eta), mu_cm * R * kT / q
    t = eF / kT
    print(f"n = {ncm:.0e} cm^-3: u = F_1/2 = {u:.5g}, eta = {eta:.4f}, F_-1/2 = {Fm:.5g}")
    print(f" EF-Ec = {1e3*eta*kT/q:.2f} meV, dn/dEF = {Nc*1e-6*Fm*q/kT:.4e} cm^-3/eV")
    print(f" R = {R:.4f}, D/mu = {1e3*R*kT/q:.2f} mV, D = {Dcm:.2f} cm^2/s"
          f" = {Dcm*1e-4:.3e} m^2/s")
    if u < 2:
        Rs = 1 + c1 * u + c2 * u * u
        assert abs(Rs / R - 1) < 2e-3
        print(f" small-u series: R = {Rs:.4f}; epsF = {1e3*eF/q:.2f} meV")
    else:
        corr = 2 * eF / (3 * q) * (1 + np.pi**2 / (12 * t * t))
        assert abs(corr / (R * kT / q) - 1) < 5e-3
        print(f" epsF = {1e3*eF/q:.2f} meV, 2epsF/3q = {2e3*eF/(3*q):.2f} mV,"
              f" corrected {1e3*corr:.2f} mV")
e10 = brentq(lambda e: ratio(e) - 1.1, -5, 2)
u10 = fermi_integral(0.5, e10)
print(f"R = 1.1 at eta = {e10:.3f}, u = {u10:.4f}, n = {u10*Nc*1e-6:.3e} cm^-3")
e5 = brentq(lambda e: ratio(e) / (2 * eps_fermi(Nc * fermi_integral(0.5, e)) / (3 * kT))
            - 1.05, 0, 30)
u5p = fermi_integral(0.5, e5)
print(f"D/mu = 1.05*(2epsF/3q) at eta = {e5:.3f}, u = {u5p:.3f},"
      f" n = {u5p*Nc*1e-6:.3e} cm^-3")
a = alpha_eV * kT / q
print(f"Kane model: alpha = {alpha_eV} 1/eV, alpha kT = {a:.5f}")
for ncm in (1e19, 1e20):
    u = ncm * 1e6 / Nc
    ek = brentq(lambda e: np.log(kane_u(e, a) / u), -10, 100, xtol=1e-12)
    Rk = kane_ratio(ek, a)
    assert Rk < 0.9 * ratio(eta_from_u(u))
    print(f" n = {ncm:.0e} cm^-3: EF-Ec = {1e3*ek*kT/q:.1f} meV, D/mu = {1e3*Rk*kT/q:.1f} mV,"
          f" limit {1e3*kane_limit(ek, a)*kT/q:.1f} mV")
assert abs(Rk / kane_limit(ek, a) - 1) < 0.02
print("all tests passed")
```

Printed output:

```
inputs: m = 0.1 m_e, T = 300 K, mu = 1000 cm^2/(V s)
kT/q = 25.8520 mV, Nc = 7.9355e+17 cm^-3
box sums, side L = 250 nm (R dimensionless):
 eta =  -5.0: R box = 1.002376, R formula = 1.002376
 eta =   0.0: R box = 1.264918, R formula = 1.264918
 eta =   5.0: R box = 3.576326, R formula = 3.576326
 eta =  20.0: R box = 13.388467, R formula = 13.388467
 ellipsoid mz = 4m, eta = 3: R box = 2.421140, formula = 2.421140
eta = 2: R / (ratio of bare integrals) = 2.000000
u coefficient: numeric 0.35355, 1/sqrt8 = 0.35355
u^2 coefficient: numeric -0.00990, formula = -0.00990
1/eta^2 coefficient at eta = 100: 1.6453, pi^2/6 = 1.6449
1/t^2 coefficient at eta = 100: 0.8228, pi^2/12 = 0.8225
Boltzmann model (model units): D from decay mode, M = mu kT/q from field
 eta = -4.0 kernel A: D = 0.5461, M = 0.5426, D/M = 1.0064, R = 1.0064
 eta = -4.0 kernel B: D = 0.2842, M = 0.2824, D/M = 1.0064, R = 1.0064
 eta =  0.0 kernel A: D = 0.5861, M = 0.4633, D/M = 1.2649, R = 1.2649
 eta =  0.0 kernel B: D = 0.2694, M = 0.2130, D/M = 1.2649, R = 1.2649
 eta =  6.0 kernel A: D = 0.9928, M = 0.2365, D/M = 4.1973, R = 4.1973
 eta =  6.0 kernel B: D = 0.1864, M = 0.0444, D/M = 4.1973, R = 4.1973
 eta = 6, no Pauli blocking: D/M = 1.0000
 eta = 6, Kane a = 0.05: D/M = 3.4754, n/(dn/deta) = 3.4754
potential rise 12 kT/q from eta = -4: u start = 0.01820
 u end: ODE 17.3550, box 17.3550, classical 2961.8
n = 1e+16 cm^-3: u = F_1/2 = 0.012602, eta = -4.3695, F_-1/2 = 0.012546
 EF-Ec = -112.96 meV, dn/dEF = 3.8510e+17 cm^-3/eV
 R = 1.0045, D/mu = 25.97 mV, D = 25.97 cm^2/s = 2.597e-03 m^2/s
 small-u series: R = 1.0045; epsF = 1.69 meV
n = 1e+18 cm^-3: u = F_1/2 = 1.2602, eta = 0.6692, F_-1/2 = 0.88083
 EF-Ec = 17.30 meV, dn/dEF = 2.7038e+19 cm^-3/eV
 R = 1.4307, D/mu = 36.99 mV, D = 36.99 cm^2/s = 3.699e-03 m^2/s
 small-u series: R = 1.4298; epsF = 36.46 meV
n = 1e+19 cm^-3: u = F_1/2 = 12.602, eta = 6.4160, F_-1/2 = 2.8254
 EF-Ec = 165.87 meV, dn/dEF = 8.6728e+19 cm^-3/eV
 R = 4.4601, D/mu = 115.30 mV, D = 115.30 cm^2/s = 1.153e-02 m^2/s
 epsF = 169.25 meV, 2epsF/3q = 112.84 mV, corrected 115.00 mV
n = 1e+20 cm^-3: u = F_1/2 = 126.02, eta = 30.3614, F_-1/2 = 6.2147
 EF-Ec = 784.90 meV, dn/dEF = 1.9077e+20 cm^-3/eV
 R = 20.2771, D/mu = 524.20 mV, D = 524.20 cm^2/s = 5.242e-02 m^2/s
 epsF = 785.60 meV, 2epsF/3q = 523.74 mV, corrected 524.20 mV
R = 1.1 at eta = -1.155, u = 0.2851, n = 2.262e+17 cm^-3
D/mu = 1.05*(2epsF/3q) at eta = 4.367, u = 7.333, n = 5.819e+18 cm^-3
Kane model: alpha = 1.0 1/eV, alpha kT = 0.02585
 n = 1e+19 cm^-3: EF-Ec = 141.4 meV, D/mu = 89.9 mV, limit 83.9 mV
 n = 1e+20 cm^-3: EF-Ec = 515.1 meV, D/mu = 258.2 mV, limit 256.3 mV
all tests passed
```
